# Photoionisation Cross Sections from Pseudostates by Stable Stieltjes Imaging: test program

```python
# Result under test: a photoionisation cross section is recovered from pseudostates
# (excitation energies omega_i, oscillator strengths f_i) through the recurrence
# coefficients a_k, b_k of the measure with mass f_i at x_i = 1/omega_i.
# Gauss nodes x_j and weights w_j of the truncated Jacobi matrix bound the accumulated
# strength, and df/domega = x_j^2 w_j / (dx/dj) estimates the density at the nodes.
# Model: one electron in V(r) = -(1 + exp(-q r))/r. Atomic units inside the program;
# printed numbers are in eV and angstrom. Reference: direct continuum integration.
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp, simpson
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import eval_genlaguerre, gammaln, roots_jacobi

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
ALPHA = constants.fine_structure
SIGMA_UNIT = 2 * math.pi**2 * ALPHA * BOHR**2      # angstrom^2 per (strength/hartree)
MEGABARN_PER_A2 = 1e-20 / 1e-22
SCREEN_A, EXPONENT_A = 4.0, 2.6                    # both in 1/angstrom
SCREEN, EXPONENT = SCREEN_A * BOHR, EXPONENT_A * BOHR
BASIS_SIZE, ORDER = 40, 12

# Composite Gauss-Legendre grid, dense near the nucleus
edges = 130.0 * (np.arange(101) / 100.0) ** 2
t_leg, w_leg = np.polynomial.legendre.leggauss(20)
half = np.diff(edges) / 2
radius = (edges[:-1, None] + half[:, None] * (1 + t_leg)).ravel()
r_weight = (half[:, None] * w_leg).ravel()


def radial_states(l, size):
    """Eigenvalues and radial functions (on the grid) in an orthonormal Laguerre basis."""
    a = 2 * l + 2
    phi, dphi = [], []
    for n in range(size):
        log_norm = 0.5 * ((2 * l + 3) * math.log(2 * EXPONENT)
                          + gammaln(n + 1) - gammaln(n + a + 1))
        front = np.exp(log_norm - EXPONENT * radius) * radius ** (l + 1)
        lag = eval_genlaguerre(n, a, 2 * EXPONENT * radius)
        dlag = (-eval_genlaguerre(n - 1, a + 1, 2 * EXPONENT * radius)
                if n > 0 else np.zeros_like(radius))
        phi.append(front * lag)
        dphi.append(front * (((l + 1) / radius - EXPONENT) * lag + 2 * EXPONENT * dlag))
    phi, dphi = np.array(phi), np.array(dphi)
    potential = -(1 + np.exp(-SCREEN * radius)) / radius + l * (l + 1) / (2 * radius**2)
    ham = 0.5 * (dphi * r_weight) @ dphi.T + (phi * (r_weight * potential)) @ phi.T
    energy, vec = eigh((ham + ham.T) / 2)
    return energy, vec.T @ phi


def pseudospectrum(size):
    e_s, u_s = radial_states(0, size)
    e_p, u_p = radial_states(1, size)
    dipole = u_p @ (r_weight * radius * u_s[0])
    omega = e_p - e_s[0]
    return omega, 2 / 3 * omega * dipole**2, -e_s[0], u_s[0]


def recurrence(points, masses, order):
    """Lanczos with full reorthogonalisation; b[k] couples polynomials k and k+1."""
    vectors = [np.sqrt(masses / masses.sum())]
    a, b = [], []
    for _ in range(order):
        v = points * vectors[-1]
        a.append(vectors[-1] @ v)
        known = np.array(vectors)
        for _repeat in range(2):
            v = v - known.T @ (known @ v)
        b.append(np.linalg.norm(v))
        vectors.append(v / b[-1])
    return np.array(a), np.array(b)


def gauss_rule(a, b, total):
    nodes, vec = eigh_tridiagonal(a, b[:len(a) - 1])
    return nodes, total * vec[0] ** 2


def index_density(nodes, weights):
    """Density in x at the interior nodes from weight / (dx/dj)."""
    s = np.sqrt(nodes)
    return weights[1:-1] / (s[1:-1] * (s[2:] - s[:-2]))


def direct_density(energy, bound, ionisation, extra_charge):
    """df/dE from an outward integrated, energy-normalised p wave."""
    k = math.sqrt(2 * energy)
    r_end, r_start = max(25.0, 60.0 / k), 1e-5

    def rhs(r, y):
        v = -(1 + extra_charge * math.exp(-SCREEN * r)) / r
        return [y[1], (2 / r**2 + 2 * v - 2 * energy) * y[0]]

    inner = radius < 20
    sol = solve_ivp(rhs, (r_start, r_end), [1.0, 2 / r_start], method="DOP853",
                    t_eval=np.append(radius[inner], r_end), rtol=1e-10, atol=1e-10)
    assert sol.success
    u, du = sol.y[0, -1], sol.y[1, -1]
    k2 = 2 * energy + 2 / r_end - 2 / r_end**2
    dk2 = -2 / r_end**2 + 4 / r_end**3
    amp, damp = k2**-0.25, -dk2 / 4 * k2**-1.25
    scale2 = (u / amp) ** 2 + (du * amp - u * damp) ** 2
    dip = np.sum(r_weight[inner] * radius[inner] * bound[inner] * sol.y[0, :-1])
    return 2 / 3 * (energy + ionisation) * dip**2 * (2 / math.pi) / scale2


# --- Pseudostates and their sum rules
omega, strength, ion, ground = pseudospectrum(BASIS_SIZE)
x_all = 1 / omega
assert np.all(omega > 0)
mean_r2 = np.sum(r_weight * radius**2 * ground**2)
assert abs(strength.sum() - 1) < 1e-6
assert abs(np.sum(strength / omega) - 2 / 3 * mean_r2) < 1e-7

# --- Recurrence coefficients, Gauss rule, moments
a, b = recurrence(x_all, strength, ORDER)
nodes, weights = gauss_rule(a, b, strength.sum())
for power in range(2 * ORDER):
    exact_moment = np.sum(strength * x_all**power)
    assert abs(np.sum(weights * nodes**power) / exact_moment - 1) < 1e-10
small_nodes, small_weights = gauss_rule(a[:4], b[:4], strength.sum())
defect = np.sum(strength * x_all**8) - np.sum(small_weights * small_nodes**8)
assert abs(defect / (strength.sum() * np.prod(b[:4] ** 2)) - 1) < 1e-6


# --- The same coefficients from raw moments: many digits, then double precision
def from_cholesky(low, order):
    diag = [low[j + 1, j] / low[j, j] - (low[j, j - 1] / low[j - 1, j - 1] if j else 0)
            for j in range(order)]
    off = [low[j + 1, j + 1] / low[j, j] for j in range(order)]
    return np.array([float(v) for v in diag]), np.array([float(v) for v in off])


mp.mp.dps = 80
xs, fs = [mp.mpf(float(v)) for v in x_all], [mp.mpf(float(v)) for v in strength]
moments = [mp.fsum(f * x**p for f, x in zip(fs, xs)) for p in range(2 * ORDER + 1)]
hankel = mp.matrix(ORDER + 1, ORDER + 1)
for i in range(ORDER + 1):
    for j in range(ORDER + 1):
        hankel[i, j] = moments[i + j]
a_mp, b_mp = from_cholesky(mp.cholesky(hankel), ORDER)
lanczos_error = max(np.max(np.abs(a / a_mp - 1)), np.max(np.abs(b / b_mp - 1)))
assert lanczos_error < 1e-9

raw = np.array([np.sum(strength * x_all**p) for p in range(2 * ORDER + 1)])
raw_error = {}
for order in range(2, ORDER + 1):
    matrix = np.array([[raw[i + j] for j in range(order + 1)] for i in range(order + 1)])
    try:
        a_raw, _ = from_cholesky(np.linalg.cholesky(matrix), order)
        raw_error[order] = np.max(np.abs(a_raw / a_mp[:order] - 1))
    except np.linalg.LinAlgError:
        raw_error[order] = math.inf
reliable = max([n for n in raw_error
                if all(raw_error[m] < 1e-6 for m in range(2, n + 1))], default=1)
assert reliable < ORDER

# --- Response to small changes of the strengths, and convergence with basis size
rng = np.random.default_rng(1)
noise = 1e-8
a_noisy, _ = recurrence(x_all, strength * (1 + noise * rng.uniform(-1, 1, len(omega))), ORDER)
amplification = np.max(np.abs(a_noisy / a - 1)) / noise
assert amplification < 1000
omega_big, strength_big, ion_big, _ = pseudospectrum(60)
a_big, b_big = recurrence(1 / omega_big, strength_big, ORDER)
basis_change = max(np.max(np.abs(a / a_big - 1)), np.max(np.abs(b / b_big - 1)))
assert basis_change < 1e-4 and abs(ion - ion_big) < 1e-7

# --- Bounds on the accumulated strength of the pseudospectrum
upper = np.cumsum(weights)
lower = upper - weights
for j, x in enumerate(nodes):
    assert lower[j] <= strength[x_all < x].sum() + 1e-10
    assert strength[x_all <= x].sum() <= upper[j] + 1e-10

# --- Index rule on a known density x^(3/2) on (0,1)
t_jac, w_jac = roots_jacobi(ORDER, 0.0, 1.5)
x_jac, w_jac = (1 + t_jac) / 2, w_jac / 2**2.5
jacobi_error = np.max(np.abs(index_density(x_jac, w_jac) / x_jac[1:-1] ** 1.5 - 1))
assert jacobi_error < 0.02

# --- Direct continuum: normalisation checked on the pure Coulomb potential of charge one
coulomb_error = 0.0
for energy in (0.1, 2.0):
    eta = 1 / math.sqrt(2 * energy)
    closed = (256 / 3 * (0.5 / (energy + 0.5)) ** 4
              * math.exp(-4 * eta * math.atan(1 / eta)) / (1 - math.exp(-2 * math.pi * eta)))
    found = direct_density(energy, 2 * radius * np.exp(-radius), 0.5, 0.0)
    coulomb_error = max(coulomb_error, abs(found / closed - 1))
assert coulomb_error < 5e-5
log_grid = np.linspace(math.log(ion + 0.03), math.log(150.0), 36)
reference = np.array([direct_density(math.exp(t) - ion, ground, ion, 1.0) for t in log_grid])
log_spline = CubicSpline(log_grid, np.log(reference))


def true_density(w):
    return np.exp(log_spline(np.log(w)))


def strength_above(w):
    t = np.linspace(math.log(w), log_grid[-1], 2001)
    tail = 0.4 * math.exp(log_grid[-1]) * reference[-1]     # density ~ omega^(-7/2)
    return simpson(np.exp(t + log_spline(t)), x=t) + tail


# --- Bounds against the directly integrated continuum
above = {}
for j, x in enumerate(nodes):
    if math.log(1 / x) > log_grid[0]:
        above[j] = strength_above(1 / x)
        assert lower[j] < above[j] < upper[j]
assert len(above) >= 5


# --- Cross section at the nodes
def image(order):
    aa, bb = recurrence(x_all, strength, order)
    x, w = gauss_rule(aa, bb, strength.sum())
    keep = (x[2:] < 1 / ion) & (np.log(1 / x[1:-1]) > log_grid[0])
    xn = x[1:-1][keep]
    density = xn**2 * index_density(x, w)[keep]
    return 1 / xn, density, density / true_density(1 / xn) - 1


w_img, d_img, err_img = image(ORDER)
assert len(w_img) >= 4
assert np.max(np.abs(err_img)) < 0.15 and np.median(np.abs(err_img)) < 0.04
w_nodes = 1 / nodes
mid = (w_nodes[1:] + w_nodes[:-1]) / 2
hist = (weights[1:] + weights[:-1]) / 2 / (w_nodes[:-1] - w_nodes[1:])
inside = (mid < w_img.max()) & (mid > w_img.min())
hist_err = hist[inside] / true_density(mid[inside]) - 1
assert np.max(np.abs(err_img)) < np.max(np.abs(hist_err))

# --- Output
print(f"screening rate q = {SCREEN_A:.1f} 1/angstrom; basis exponent = {EXPONENT_A:.1f} 1/angstrom")
print(f"basis functions per l = {BASIS_SIZE}; image order n = {ORDER}")
print(f"ionisation energy = {ion * HARTREE:.4f} eV")
print(f"pseudostates below / above threshold = {np.sum(omega < ion)} / {np.sum(omega > ion)}")
print(f"lowest excitation = {omega[0] * HARTREE:.4f} eV, strength = {strength[0]:.5f}")
print(f"sum of strengths = {strength.sum():.8f}")
print(f"mean square radius = {mean_r2 * BOHR**2:.5f} angstrom^2")
for k in range(0, ORDER, 3):
    print(f"a_{k} = {a[k] / HARTREE:.7f} 1/eV, b_{k + 1} = {b[k] / HARTREE:.7f} 1/eV")
print(f"Lanczos vs 80-digit moments, largest relative difference = {lanczos_error:.1e}")
print(f"double-precision moments, relative error of a_k: n=4 {raw_error[4]:.1e}, n=8 {raw_error[8]:.1e}")
print(f"largest n with raw-moment error below 1e-6 = {reliable}")
print(f"amplification of relative noise in strengths = {amplification:.2f}")
print(f"relative change of coefficients, 40 to 60 functions = {basis_change:.1e}")
print(f"index rule on x^(3/2), largest relative error = {100 * jacobi_error:.3f} %")
print(f"continuum normalisation, Coulomb check error = {coulomb_error:.1e}")
print("node: photon energy/eV, weight, lower bound, direct strength above, upper bound")
for j in range(ORDER):
    direct_text = f"{above[j]:.5f}" if j in above else "not computed"
    print(f"{j + 1:2d}: {w_nodes[j] * HARTREE:9.3f} {weights[j]:.5f} {lower[j]:.5f} "
          f"{direct_text} {upper[j]:.5f}")
print("photon energy/eV, image sigma/angstrom^2, direct sigma/angstrom^2, error/%")
for w, d, e in zip(w_img, d_img, err_img):
    print(f"{w * HARTREE:9.3f} {d * SIGMA_UNIT:.6f} {true_density(w) * SIGMA_UNIT:.6f} {100 * e:+.2f}")
print(f"index rule: median / largest error = {100 * np.median(np.abs(err_img)):.2f} / "
      f"{100 * np.max(np.abs(err_img)):.2f} %")
print(f"midpoint histogram: median / largest error = {100 * np.median(np.abs(hist_err)):.2f} / "
      f"{100 * np.max(np.abs(hist_err)):.2f} %")
for order in (8, 10, 14):
    _, _, e = image(order)
    print(f"order {order}: nodes used = {len(e)}, median / largest error = "
          f"{100 * np.median(np.abs(e)):.2f} / {100 * np.max(np.abs(e)):.2f} %")
pick = len(w_img) // 2
print(f"main result at {w_img[pick] * HARTREE:.3f} eV: {d_img[pick] * SIGMA_UNIT:.6f} angstrom^2 = "
      f"{d_img[pick] * SIGMA_UNIT * MEGABARN_PER_A2:.4f} Mb")
print("no test failed")
```

Output:

```
screening rate q = 4.0 1/angstrom; basis exponent = 2.6 1/angstrom
basis functions per l = 40; image order n = 12
ionisation energy = 24.6870 eV
pseudostates below / above threshold = 5 / 35
lowest excitation = 21.2025 eV, strength = 0.17478
sum of strengths = 1.00000000
mean square radius = 0.34081 angstrom^2
a_0 = 0.0298169 1/eV, b_1 = 0.0128736 1/eV
a_3 = 0.0238004 1/eV, b_4 = 0.0114422 1/eV
a_6 = 0.0223476 1/eV, b_7 = 0.0109865 1/eV
a_9 = 0.0217350 1/eV, b_10 = 0.0107659 1/eV
Lanczos vs 80-digit moments, largest relative difference = 4.4e-16
double-precision moments, relative error of a_k: n=4 2.9e-12, n=8 2.0e-06
largest n with raw-moment error below 1e-6 = 7
amplification of relative noise in strengths = 0.09
relative change of coefficients, 40 to 60 functions = 3.4e-11
index rule on x^(3/2), largest relative error = 0.231 %
continuum normalisation, Coulomb check error = 5.5e-06
node: photon energy/eV, weight, lower bound, direct strength above, upper bound
 1:   965.996 0.00262 0.00000 0.00077 0.00262
 2:   314.295 0.01493 0.00262 0.00856 0.01755
 3:   155.969 0.03823 0.01755 0.03437 0.05578
 4:    94.503 0.06757 0.05578 0.08706 0.12335
 5:    64.630 0.09578 0.12335 0.16912 0.21914
 6:    48.053 0.11640 0.21914 0.27606 0.33553
 7:    38.045 0.12528 0.33553 0.39798 0.46082
 8:    31.677 0.12115 0.46082 0.52226 0.58196
 9:    27.526 0.10516 0.58196 0.63631 0.68712
10:    24.855 0.07948 0.68712 not computed 0.76660
11:    23.232 0.05858 0.76660 not computed 0.82519
12:    21.203 0.17481 0.82519 not computed 1.00000
photon energy/eV, image sigma/angstrom^2, direct sigma/angstrom^2, error/%
  314.295 0.000061 0.000061 +0.10
  155.969 0.000464 0.000462 +0.29
   94.503 0.001822 0.001816 +0.30
   64.630 0.004888 0.004874 +0.29
   48.053 0.010164 0.010134 +0.29
   38.045 0.017536 0.017482 +0.31
   31.677 0.026191 0.026099 +0.35
   27.526 0.034893 0.034710 +0.53
index rule: median / largest error = 0.30 / 0.53 %
midpoint histogram: median / largest error = 2.20 / 28.33 %
order 8: nodes used = 4, median / largest error = 0.64 / 0.69 %
order 10: nodes used = 6, median / largest error = 0.42 / 0.55 %
order 14: nodes used = 9, median / largest error = 0.22 / 0.32 %
main result at 48.053 eV: 0.010164 angstrom^2 = 1.0164 Mb
no test failed
```
